# Steady Deposition of Colloidal Particles Through a High DLVO Barrier: test program

```python
"""Steady deposition of a sphere on a wall through a high DLVO barrier.

Result under test, for inward flux J = k*c(delta):
  k = exp(U(delta)/kT) / integral_0^delta exp(U(h)/kT)/D(h) dh
  k ~ D(hm)*sqrt(|U''(hm)|/(2 pi kT))*exp(-U(hm)/kT)
h: gap; hm: gap at the barrier top; D = Dbulk/(1+a/h); a: sphere radius.
U = eps*a*psi^2*log(1+exp(-kappa*h)) - A*a/(6*h) in atomic units;
psi: surface potential, kappa: inverse Debye length, A: Hamaker constant.
Program energies are in eV and lengths in nm unless a name says otherwise.
"""
import numpy as np
import sympy as sp
from numpy.polynomial.legendre import leggauss, legvander
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import brentq
from scipy.special import kve

# Rough typical inputs for a silica-like particle and an oxidized wafer.
TEMP = 298.15
RADIUS = 50.0
PSI = 0.025          # magnitude of e*potential, eV; both surfaces negative
SALT = 0.010         # mol/L, 1:1 electrolyte
HAMAKER = 0.050
EPS = 78.5
VISCOSITY = 0.89e-3  # Pa s
LAYER = 1.0e4        # outer diffusion layer, nm
PARTICLES = 1.0e7    # per cm3
WAFER_DIAMETER = 30.0  # cm
DIP_TIME = 60.0      # s
DENSITY = 2200.0     # kg/m3
EPS_SOLID = 3.9
UV_ENERGY = 13.0     # characteristic absorption energy, eV
INDEX = 1.33

KT = const.k * TEMP / const.e
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9  # eV nm
IONS = SALT * 1e3 * const.N_A * 1e-27                     # pairs per nm3
KAPPA = np.sqrt(8 * np.pi * COULOMB * IONS / (EPS * KT))

gap_s, psi_s, rad_s = sp.symbols("gap psi radius", positive=True)
energy_s = (EPS * rad_s * psi_s**2 / COULOMB
            * sp.log(1 + sp.exp(-KAPPA * gap_s))
            - HAMAKER * rad_s / (6 * gap_s))
U = [sp.lambdify((gap_s, psi_s, rad_s), sp.diff(energy_s, gap_s, n), "numpy")
     for n in range(5)]


def repulsion(h, psi=PSI, a=RADIUS):
    return EPS * a * psi**2 / COULOMB * np.log1p(np.exp(-KAPPA * h))


def barrier_gap(psi=PSI, a=RADIUS):
    return brentq(lambda h: U[1](h, psi, a), 0.8, 3.0, xtol=1e-13)


def reduced_resistance(psi=PSI, a=RADIUS, scale=1.0, wall_drag=True):
    """Dbulk * resistance * exp(-scale*barrier/kT), in nm."""
    top = U[0](barrier_gap(psi, a), psi, a)
    logs = np.linspace(np.log(0.02), np.log(LAYER), 40001)
    h = np.exp(logs)
    drag = 1 + a / h if wall_drag else np.ones_like(h)
    weight = np.exp(scale * (U[0](h, psi, a) - top) / KT)
    return trapezoid(drag * weight * h, logs)


def bulk_diffusivity(a=RADIUS):
    return const.k * TEMP / (6*np.pi*VISCOSITY*a*1e-9) * 1e4  # cm2/s


def full_rate(psi=PSI, a=RADIUS, wall_drag=True):
    top = U[0](barrier_gap(psi, a), psi, a)
    outer = U[0](LAYER, psi, a)
    length_cm = reduced_resistance(psi, a, wall_drag=wall_drag) * 1e-7
    return bulk_diffusivity(a) * np.exp((outer - top) / KT) / length_cm


hm = barrier_gap()
um = float(U[0](hm, PSI, RADIUS))
curvature = float(U[2](hm, PSI, RADIUS))
assert curvature < 0 and um > 10 * KT
drag_top = 1 + RADIUS / hm
dbulk = bulk_diffusivity()
k_full = full_rate()
k_saddle = (dbulk / drag_top * np.sqrt(-curvature / (2*np.pi*KT))
            * 1e7 * np.exp(-um / KT))

# Integrate the steady Smoluchowski equation itself from an absorbing plane.
for sink in (0.3, 0.5):
    path = solve_ivp(
        lambda h, c: 1 + RADIUS / h - U[1](h, PSI, RADIUS) * c / KT,
        (sink, LAYER), [0.0], method="LSODA", rtol=1e-9, atol=1e-12)
    assert path.success
    k_ode = dbulk / (path.y[0, -1] * 1e-7)
    assert abs(k_ode / k_full - 1) < 1e-4

# The saddle error must approach its predicted first coefficient.
p2, p3, p4 = [-float(U[n](hm, PSI, RADIUS)) / KT for n in (2, 3, 4)]


def saddle_coefficient(g, g1, g2):
    return (g2/(2*g) - g1*p3/(2*g*p2) - p4/(8*p2)
            + 5*p3**2/(24*p2**2)) / p2


coefficient = saddle_coefficient(drag_top, -RADIUS/hm**2, 2*RADIUS/hm**3)
for use_drag, g, predicted in (
        (True, drag_top, coefficient),
        (False, 1.0, saddle_coefficient(1.0, 0.0, 0.0))):
    errors = []
    for scale in (32.0, 64.0):
        gaussian = g * np.sqrt(2 * np.pi / (scale * p2))
        exact = reduced_resistance(scale=scale, wall_drag=use_drag)
        errors.append(scale * (exact / gaussian - 1))
    assert abs(2*errors[1] - errors[0] - predicted) < 5e-4
assert abs(k_saddle / k_full - 1) < 0.05
k_no_drag = full_rate(wall_drag=False)
assert abs(k_no_drag / k_full / drag_top - 1) < 0.10

# Repulsion alone leaves a logarithmic contact divergence; attraction cures it.
decade = quad(lambda x: np.exp((repulsion(np.exp(x)) - repulsion(0)) / KT)
              * (np.exp(x) + RADIUS), np.log(1e-6), np.log(1e-5))[0]
assert abs(decade / (RADIUS * np.log(10)) - 1) < 1e-3
assert U[0](1e-3, PSI, RADIUS) < -100 * KT


def stokes_drag(gap, order):
    """Drag/(bulk drag), sphere radius 1, from axisymmetric Stokes multipoles.

    Multipoles sit at the sphere centre and its mirror point. No-slip is
    imposed on both surfaces; the force is set by the central Stokeslet.
    """
    height, count = 1 + gap, 2 * order
    angle = (np.arange(count) + 0.5) * np.pi / count
    rho = np.r_[np.sin(angle), height * np.tan(angle / 2)]
    z = np.r_[height + np.cos(angle), np.zeros(count)]
    columns = []
    for centre, size in ((height, 1.0), (-height, height)):
        r = np.hypot(rho, z - centre)
        x, s = (z - centre) / r, rho / r
        leg = legvander(x, order + 1)
        for n in range(2, order + 2):
            geg = (leg[:, n-2] - leg[:, n]) / (2*n - 1)
            for power in (3 - n, 1 - n):
                amp = (r / size)**(power - 2)
                axial = amp * (power*geg + leg[:, n-1]*x)
                radial = amp * (power*x*geg/s - leg[:, n-1]*s)
                columns.append(np.r_[axial, radial])
    matrix = np.array(columns).T
    norms = np.linalg.norm(matrix, axis=0)
    target = np.zeros(4 * count)
    target[:count] = 1
    answer = np.linalg.lstsq(matrix / norms, target, rcond=None)[0] / norms
    return answer[0] / 1.5


drag_direct = stokes_drag(hm / RADIUS, 90)
assert abs(stokes_drag(hm / RADIUS, 65) / drag_direct - 1) < 1e-3
drag_errors = [abs((1 + RADIUS/hm) / drag_direct - 1)]
for ratio in (0.1, 0.3, 1.0, 3.0):
    drag_errors.append(abs((1 + 1/ratio) / stokes_drag(ratio, 60) - 1))
assert max(drag_errors) < 0.08
assert abs(0.01 * stokes_drag(0.01, 130) - 1) < 0.03


def nonlinear_repulsion(h, psi):
    """Derjaguin energy from exact Poisson-Boltzmann plate pressure."""
    u = np.linspace(0, 16, 4001)
    small = np.sinh(psi / (2*KT)) / np.cosh(u)
    nodes, weights = leggauss(80)
    inner = u[:, None] * (nodes + 1) / 2
    plate_gap = u / KAPPA * np.sum(
        weights / np.sqrt(1 + (small[:, None]*np.cosh(inner))**2), axis=1)
    pressure = 4 * IONS * KT * small**2
    lever = np.maximum(plate_gap - h, 0)
    return 2*np.pi*RADIUS*trapezoid(lever * pressure, plate_gap)


assert abs(nonlinear_repulsion(hm, 0.05*KT)
           / repulsion(hm, 0.05*KT) - 1) < 1e-3


def curved_repulsion(h):
    """Linear sphere-wall energy without the Derjaguin approximation."""
    a, height, step = RADIUS, RADIUS + h, 1e-3
    orders = np.arange(90)
    x, weights = leggauss(300)

    def one_side(rho, z):
        r = np.hypot(rho, z - height)
        radial = (kve(orders + 0.5, KAPPA*r[:, None])
                  / kve(orders + 0.5, KAPPA*a))
        fade = np.sqrt(a/r) * np.exp(-KAPPA*(r-a))
        return radial * fade[:, None] * legvander((z-height)/r, 89)

    def basis(rho, z):
        return one_side(rho, z) - one_side(rho, -z)

    def sphere_points(r):
        return r*np.sqrt(1-x*x), height + r*x

    rho, z = sphere_points(a)
    coef = np.linalg.lstsq(basis(rho, z), 1-np.exp(-KAPPA*z), rcond=None)[0]

    def potential(r):
        rr, zz = sphere_points(r)
        return np.exp(-KAPPA*zz) + basis(rr, zz) @ coef

    slope = (potential(a+step) - potential(a-step)) / (2*step)
    sphere_charge = -a*a/2 * np.sum(weights*slope)
    extent = a + 60/KAPPA
    rho_wall = (x+1)*extent/2
    wall_slope = basis(rho_wall, np.full_like(x, step)) @ coef / step
    wall_change = -0.5*np.sum(weights*extent/2*rho_wall*wall_slope)
    energy = 0.5*(a*(1+KAPPA*a) - sphere_charge - wall_change)
    return EPS * PSI**2 / COULOMB * energy


assert abs(curved_repulsion(4/KAPPA) / repulsion(4/KAPPA) - 1) < 0.03
curved_value = curved_repulsion(hm)
assert abs(curved_value / repulsion(hm) - 1) < 0.10


def volume_attraction(h):
    """Sum the half-space attraction over the sphere volume."""
    def integrand(logz):
        z = np.exp(logz)
        area = np.pi * (z-h) * (2*RADIUS+h-z)
        return -HAMAKER * area / (6*np.pi*z*z)
    return quad(integrand, np.log(h), np.log(h+2*RADIUS), limit=200)[0]


assert abs(volume_attraction(0.01) / (-HAMAKER*RADIUS/0.06) - 1) < 0.01

# Neglected energies evaluated at the original barrier top.
attraction = -HAMAKER * RADIUS / (6*hm)
static_part = 0.75*KT*((EPS-EPS_SOLID)/(EPS+EPS_SOLID))**2
q_salt = 2*KAPPA
plate_to_sphere = quad(lambda h: (1+q_salt*h)*np.exp(-q_salt*h)/h**2,
                       hm, hm+40/KAPPA)[0]
assert abs(plate_to_sphere*hm/np.exp(-q_salt*hm) - 1) < 1e-6
hbar_c = const.hbar*const.c/const.e*1e9
delay = 2*INDEX*hm*UV_ENERGY/hbar_c
retarded = quad(lambda x: np.exp(-delay*x)/(1+x*x)**2, 0, np.inf)[0]
unretarded = quad(lambda x: 1/(1+x*x)**2, 0, np.inf)[0]
shifts = {
    "nonlinear screening": nonlinear_repulsion(hm, PSI)-repulsion(hm),
    "curved double layer": curved_value-repulsion(hm),
    "curved van der Waals": volume_attraction(hm)-attraction,
    "salt-screened static vdW":
        static_part*RADIUS/(6*hm)*(1-np.exp(-q_salt*hm)),
    "retarded vdW": (HAMAKER-static_part)*RADIUS/(6*hm)
        * (1-retarded/unretarded),
}
fixed_charge = quad(
    lambda h: 2*np.pi*RADIUS*(h-hm)*IONS*KT*(PSI/KT)**2
    / np.sinh(KAPPA*h/2)**2, hm, hm+40/KAPPA, limit=200)[0]
mass = DENSITY*4*np.pi*(RADIUS*1e-9)**3/3
friction = 6*np.pi*VISCOSITY*RADIUS*1e-9*drag_top/mass
barrier_frequency = np.sqrt(-curvature*const.e*1e18/mass)
gaps = np.linspace(5, 80, 15001)
well = U[0](gaps, PSI, RADIUS)
flux = k_full * PARTICLES
wafer_area = np.pi*WAFER_DIAMETER**2/4

print(f"Temperature: {TEMP:.2f} K")
print(f"Thermal energy: {KT:.6f} eV")
print(f"Particle radius: {RADIUS:.1f} nm")
print(f"Surface potentials: {-PSI*1e3:.1f} mV")
print(f"Salt concentration: {SALT*1e3:.1f} mmol/L")
print(f"Hamaker constant: {HAMAKER:.3f} eV")
print(f"Relative permittivity: {EPS:.1f} (no unit)")
print(f"Viscosity: {VISCOSITY*1e3:.2f} mPa s")
print(f"Outer layer: {LAYER:.0f} nm")
print(f"Debye length: {1/KAPPA:.4f} nm")
print(f"Barrier gap: {hm:.4f} nm")
print(f"Repulsion at barrier: {repulsion(hm):.5f} eV")
print(f"Attraction at barrier: {attraction:.5f} eV")
print(f"Barrier height: {um:.5f} eV = {um/KT:.3f} kT")
print(f"Barrier curvature: {curvature:.5f} eV/nm2")
print(f"Secondary minimum gap: {gaps[np.argmin(well)]:.2f} nm")
print(f"Secondary minimum energy: {well.min():.5f} eV")
print(f"Bulk diffusivity: {dbulk:.5e} cm2/s")
print(f"Barrier diffusivity: {dbulk/drag_top:.5e} cm2/s")
print(f"Interpolated drag ratio: {drag_top:.4f} (no unit)")
print(f"Direct Stokes drag ratio: {drag_direct:.4f} (no unit)")
print(f"Largest tested drag-law error: {100*max(drag_errors):.2f} percent")
print(f"Full rate constant: {k_full:.5e} cm/s = {k_full*1e7:.5e} nm/s")
print(f"Saddle rate constant: {k_saddle:.5e} cm/s")
print(f"Saddle/full rate: {k_saddle/k_full:.5f} (no unit)")
print(f"First saddle correction C: {coefficient:.5f} (no unit)")
print(f"Rate without wall drag: {k_no_drag:.5e} cm/s")
print(f"Particle concentration: {PARTICLES:.2e} per cm3")
print(f"Deposition flux: {flux:.5e} per cm2 per s")
print(f"Wafer diameter: {WAFER_DIAMETER*10:.0f} mm")
print(f"Exposure time: {DIP_TIME:.0f} s")
print(f"Expected wafer count: {flux*wafer_area*DIP_TIME:.3f} particles")
for name, shift in shifts.items():
    print(f"Shift, {name}: {shift:+.5f} eV")
total_shift = sum(shifts.values())
print(f"Sum of these shifts: {total_shift:+.5f} eV")
print(f"Rate factor from sum: {np.exp(-total_shift/KT):.3e} (no unit)")
print(f"Fixed-charge shift: {fixed_charge-repulsion(hm):+.5f} eV")
print(f"Rate factor, 1 mV weaker: {full_rate(PSI-.001)/k_full:.3f} (no unit)")
print(f"Rate factor, 45 nm radius: {full_rate(a=45.)/k_full:.3f} (no unit)")
print(f"Inertia/friction ratio: {barrier_frequency/friction:.3e} (no unit)")
layer_share = k_full*LAYER*1e-7/dbulk
print(f"Outer-layer resistance share: {layer_share:.3e} (no unit)")
print("verified")
```

Printed output:

```
Temperature: 298.15 K
Thermal energy: 0.025693 eV
Particle radius: 50.0 nm
Surface potentials: -25.0 mV
Salt concentration: 10.0 mmol/L
Hamaker constant: 0.050 eV
Relative permittivity: 78.5 (no unit)
Viscosity: 0.89 mPa s
Outer layer: 10000 nm
Debye length: 3.0421 nm
Barrier gap: 1.3845 nm
Repulsion at barrier: 0.83691 eV
Attraction at barrier: -0.30095 eV
Barrier height: 0.53596 eV = 20.860 kT
Barrier curvature: -0.27028 eV/nm2
Secondary minimum gap: 18.71 nm
Secondary minimum energy: -0.01864 eV
Bulk diffusivity: 4.90746e-08 cm2/s
Barrier diffusivity: 1.32228e-09 cm2/s
Interpolated drag ratio: 37.1137 (no unit)
Direct Stokes drag ratio: 37.8116 (no unit)
Largest tested drag-law error: 6.02 percent
Full rate constant: 1.48501e-11 cm/s = 1.48501e-04 nm/s
Saddle rate constant: 1.49167e-11 cm/s
Saddle/full rate: 1.00448 (no unit)
First saddle correction C: 0.00237 (no unit)
Rate without wall drag: 5.31338e-10 cm/s
Particle concentration: 1.00e+07 per cm3
Deposition flux: 1.48501e-04 per cm2 per s
Wafer diameter: 300 mm
Exposure time: 60 s
Expected wafer count: 6.298 particles
Shift, nonlinear screening: -0.02060 eV
Shift, curved double layer: -0.00091 eV
Shift, curved van der Waals: +0.03167 eV
Shift, salt-screened static vdW: +0.05681 eV
Shift, retarded vdW: +0.02717 eV
Sum of these shifts: +0.09414 eV
Rate factor from sum: 2.562e-02 (no unit)
Fixed-charge shift: +0.87714 eV
Rate factor, 1 mV weaker: 12.197 (no unit)
Rate factor, 45 nm radius: 9.400 (no unit)
Inertia/friction ratio: 7.174e-03 (no unit)
Outer-layer resistance share: 3.026e-07 (no unit)
verified
```
